Static and high-frequency screening in vertical ionisation of charged oxygen vacancies, part 2

An oxygen vacancy of charge qe (V_O⁺ has q = +1), with e the positive elementary charge, changes its charge by Δe in a vertical transition: the ions keep their initial, fully relaxed positions while the electrons adjust. Ionisation by one electron has Δ = +1, capture Δ = −1. The energy is computed in a periodic cubic cell of side L, with a uniform neutralising background and zero average potential. Adding C_vert gives the value for a single vacancy in an infinite crystal.

The relative permittivities are ε_s with ions and electrons responding, and ε_∞ with electrons alone; ε_vac is the vacuum permittivity and α ≈ 2.837 the Madelung constant. With

U = α e²/(8π ε_vac L),

the correction is, to leading order in 1/L,

C_vert = U[2qΔ/ε_s + Δ²/ε_∞].

The first term is the cross term between old and added charge, the second the self term of the added charge. Had the initial ions been held at their perfect-crystal sites, ε_∞ would screen the cross term too.

The total-energy correction is C_rel(q) = U q²/ε_s for a relaxed vacancy and C_frozen = C_rel(q) + C_vert just after the transition. The energy released when the ions then relax has the correction

C_frozen − C_rel(q+Δ)
= U[(q² + 2qΔ)/ε_s + Δ²/ε_∞ − (q² + 2qΔ + Δ²)/ε_s]
= UΔ²(1/ε_∞ − 1/ε_s).   (11)

Two Gaussian charges of widths σ_a and σ_b on the same site, in a uniform medium of relative permittivity ε, have an isolated interaction that exceeds the periodic one by

(1/ε_vac ε)[α/(4πL) − (σ_a²+σ_b²)/(2L³)]

per squared charge. The cross term carries qΔe² and ε_s, the self term ½Δ²e² and ε_∞. Lattice sums run over wave vectors g = 2πn/L, with n a vector of integers; a prime on Σ omits g = 0.

Far from the vacancy, the charge giving the same field in vacuum is qe/ε_s before the transition and qe/ε_s + Δe/ε_∞ just after it.

The example is V_O⁺ ionised in a hafnia-like oxide: q = +1, Δ = +1, ε_s = 22, ε_∞ = 5, L = 1.0 nm.

11. Limits and the sign for capture

For a vacancy that starts neutral, q = 0, the cross term vanishes and C_vert = UΔ²/ε_∞. The static permittivity then plays no part at leading order. For a crystal whose ions carry no long-range polarisation, ε_s = ε_∞ = ε, and

C_vert = U(2qΔ + Δ²)/ε = U[(q+Δ)² − q²]/ε,

the difference between two ordinary charged-cell corrections. If ε_s is very large at fixed ε_∞, the old charge is almost completely screened and the result approaches UΔ²/ε_∞ even for a charged start.

When the charge of the vacancy is reduced in magnitude, q and Δ have opposite signs and the two terms oppose each other. For Δ ≠ 0 the correction vanishes when

2q/ε_s = −Δ/ε_∞,
ε_s/ε_∞ = −2q/Δ.

For capture of one electron by V_O²⁺ this happens at ε_s = 4ε_∞. The correction is negative for a smaller ratio and positive for a larger one. The decrease of the charge therefore does not by itself fix the sign of the correction; the ratio of the permittivities matters too.

12. The next order in cell size

The defect charge has a finite width. Let the initial charge have width σ₁ and the added charge width σ₂. In the cross term (σ_a²+σ_b²)/2 equals (σ₁²+σ₂²)/2, and in the self term it equals σ₂². Multiplying by qΔe² and by ½Δ²e² as before gives the change of the correction in a uniform medium:

δC = −[e²/(2ε_vac L³)] · [qΔ(σ₁²+σ₂²)/ε_s + Δ²σ₂²/ε_∞].   (12)

For equal widths σ this becomes

δC = −[e²σ²/(2ε_vac L³)] · [2qΔ/ε_s + Δ²/ε_∞].

A crystal is not a uniform medium at the scale of its lattice spacing. The part of the screened interaction that is even in g has, at small g, a leading term proportional to 1/g², followed by a term that does not grow as g decreases but may depend on direction. The orders in L follow from the wave vectors g = 2πn/L. The factor 1/L³ in front of the sum, combined with a term proportional to 1/g², gives 1/L. The same factor combined with a term of degree zero gives 1/L³. The short-range structure of the screening therefore enters at the same order as the width of the charge. Terms of odd degree change sign with g and cancel between g and −g in the sum, so no 1/L² term appears between the two. This holds also for a site without inversion symmetry, such as an oxygen site in hafnia.

13. The hafnia-like example

The chosen values are q = +1, Δ = +1, ε_s = 22, ε_∞ = 5 and L = 1.0 nm. From the fundamental constants, e²/(4πε_vac) = 1.43996 eV nm. The energy scale is

U = 2.8373 × 1.43996 eV nm / (2 × 1.0 nm) = 2.043 eV.

The two contributions are

cross term: 2.043 eV × 2/22 = 0.186 eV,
self term: 2.043 eV × 1/5 = 0.409 eV,
C_vert = 0.594 eV, or 57.3 kJ/mol.

The self term is the larger one, although the cross term has the factor two, because the ratio ε_s/ε_∞ = 4.4 exceeds two.

Three other recipes can be compared at the same cell and the same permittivities. Static screening of everything gives

U × (4 − 1)/22 = 0.279 eV.

This is the proper correction to the energy difference between two relaxed charge states. For the vertical energy it is too small by 0.316 eV, which is the relaxation term (11).

High-frequency screening of everything gives

U × (4 − 1)/5 = 1.226 eV.

This would be right if the initial ions had been held at their perfect-crystal sites. For relaxed ions it is too large by 0.631 eV, because it ignores the frozen polarisation in the cross term.

The third recipe corrects the final state with ε_∞ and the initial state with ε_s:

U × (4/5 − 1/22) = 1.541 eV.

It treats the whole final charge as if it had just arrived and exceeds the right value by 0.947 eV. Choosing one permittivity for each state is not enough: the frozen final state itself needs both.

The total-energy corrections are 0.093 eV for the initial state, 0.687 eV for the frozen final state and 0.371 eV for the relaxed final state. For capture of an electron by relaxed V_O²⁺, the vertical correction is

U × (−4/22 + 1/5) = 0.037 eV.

It is small because the chosen permittivity ratio, 4.4, lies close to the value 4 at which the correction vanishes. When the leading terms nearly cancel like this, the 1/L³ terms matter as much as they do: in the lattice model of section 14, the capture energy at 1.0 nm has to be raised by only about 0.01 eV. The value 0.037 eV is therefore a leading-order estimate, not a reliable correction for a cell of this size. Ionisation of V_O⁺ and capture by V_O²⁺ connect the same two charges. If the ions had the same positions in both, the two corrections would be equal and opposite. They are not, because each transition starts from ions relaxed around a different charge.

14. A microscopic lattice with periodic vacancies

The formula replaces the crystal by two permittivities. A lattice model shows how well this works at the size of real supercells. Its lattice is simple cubic with a spacing a = 0.25 nm. Each cell corner, a cation site, carries an ionic dipole, and each cell centre, an anion site, carries an electronic dipole. The vacancy charge is centred on an anion site, where the dipole vanishes by symmetry.

The energy is the Coulomb energy of all charges plus an elastic energy:

E = (1/2ε_vac L³) Σ′ |ρ_tot(g)|²/g² + ½k_e Σ p_e² + ½k_i Σ p_i².

Here ρ_tot contains the vacancy charge and the charge of all dipoles, and p_e and p_i are the electronic and ionic dipoles. Every dipole is smeared with a Gaussian of width 0.075 nm. The initial vacancy charge has width 0.10 nm and the added charge 0.125 nm. The stiffnesses k_e and k_i were set so that the perfect lattice, placed in a uniform field, has relative permittivities 5 and 22.

For each cell the dipoles were found by solving the linear equations for the lowest energy. In the vertical step the ionic dipoles were held at their initial values. No formula for the finite-size correction enters these energies. For ionisation from +1 to +2 they are:

L = 1.0 nm: raw 0.769 eV, corrected 1.364 eV
L = 1.5 nm: raw 0.930 eV, corrected 1.326 eV
L = 2.0 nm: raw 1.020 eV, corrected 1.317 eV
L = 3.0 nm: raw 1.114 eV, corrected 1.312 eV
L = 5.0 nm: raw 1.192 eV, corrected 1.311 eV

The corrected value is the raw value plus C_vert for that cell. These energies contain only the Coulomb and elastic energy of the model and are not ionisation energies of hafnia.

To find the limit for an infinite cell, the energies for cells of 8, 10, 12, 16 and 20 lattice spacings were expressed as a constant plus terms in 1/L, 1/L³, 1/L⁵ and 1/L⁷. The constant is 1.310 eV. At 1.0 nm the raw energy is thus too low by 0.541 eV, and the corrected one too high by 0.053 eV. Even at 5.0 nm the raw energy is still 0.118 eV too low.

The coefficient of 1/L can be compared directly with the bracket in C_vert. In the following list the first number comes from the lattice energies and the second from the formula:

vertical, +1 to +2: 0.2909 and 0.2909
vertical, +2 to +1: 0.0182 and 0.0182
vertical, 0 to +1: 0.2000 and 0.2000
+1 to +2 with ions at perfect-crystal sites: 0.6000 and 0.6000
relaxation after +1 to +2: 0.1545 and 0.1545

The fourth line isolates the role of the frozen ions. The charges and the lattice are the same as in the first line; the difference is that the ions were not allowed to relax around the initial charge. The coefficient then becomes 3/ε_∞, as the argument in the first half requires.

The remaining error of the corrected energy falls from 0.053 eV at 1.0 nm to 0.007 eV at 2.0 nm, close to the factor of eight expected for 1/L³. Between 4 and 5 nm the computed decay power is 3.00. With the two widths of the lattice model and L = 1.0 nm, equation (12) gives

δC = −18.1 eV nm³ × [0.0256/(2×22) + 0.0156/(2×5)] / nm³
= −0.039 eV,

where the prefactor 4π × 1.44 eV nm and the squared widths in nm² have been combined. In a uniform medium these widths would thus give an overshoot of about 0.039 eV, compared with 0.053 eV in the lattice. The two numbers have the same sign and similar size, but the first is not a separate share of the second: in the lattice the width also changes how strongly the vacancy charge acts on the nearest dipoles, so the effects of width and short-range screening do not add exactly.

15. How far the neglected effects move the example

For the example itself, with both charges of width 0.10 nm, equation (12) lowers the correction by 0.026 eV. This is about 4 per cent of C_vert and is only a rough measure, since the real vacancy charge is not Gaussian and the crystal around it is not a uniform medium.

If ε_s is lowered by 10 per cent at fixed ε_∞, the correction rises by 0.021 eV. If ε_∞ is lowered by 10 per cent at fixed ε_s, it rises by 0.045 eV. The high-frequency permittivity matters more here because the self term is the larger one.

Anisotropy has a smaller effect when the average permittivity is held fixed. With principal values 18, 22 and 26 for the static tensor and 4.5, 5.0 and 5.5 for the high-frequency one, and with the principal axes along the cell edges, an anisotropic lattice sum changes the correction by less than 0.001 eV. If the axes are turned so that the one with the lowest values lies along the cell diagonal, the change is about 0.004 eV. Both changes are small because of the cubic shape of the cell. Its three axes are equivalent, so to first order the correction depends on the sum of the three principal values, which has not changed. An elongated cell does not have this protection.

The field of an isolated vacancy at the distance L/2 = 0.5 nm shows how strongly the crystal is driven, though it does not by itself prove that the response is linear. In vacuum a charge e gives 57.6 MV/cm there. Before the transition the field is

57.6 × 1/22 = 2.6 MV/cm,

and just after it

57.6 × (1/22 + 1/5) = 14.1 MV/cm.

The second value exceeds the breakdown fields usually found for hafnia films, which are several MV/cm. Breakdown concerns a field sustained across a whole film, so this comparison does not rule out a linear response around a single vacancy, but it shows that linearity is an assumption here. Closer to the vacancy, down to distances comparable with the width of its charge, the fields are larger still, and a description by two constant permittivities becomes doubtful. Nonlinear response confined to the neighbourhood of the vacancy changes the energy of the isolated defect, but the 1/L term comes from the weak fields at long range.

16. The example beside real hafnia

Hafnium dioxide serves as a gate insulator in transistors. Its high-frequency permittivity is roughly 4 to 5, and its static permittivity is roughly 20, with considerable variation between crystal phases. The example's values are thus in the usual range, with ε_∞ at its upper end. A cell of about 1 nm is a practical size for calculations with roughly a hundred atoms. Real films break the assumption of one uniform, isotropic crystal: they may be amorphous or contain several phases. A change of 10 per cent in either permittivity moves the correction by 0.02 to 0.05 eV, as computed above, and a larger difference between phases can move it further, unless the two permittivities change in opposite directions and their effects partly cancel.

There is a distinction between the permittivity of the film and the one to be used in the correction. The images in a supercell are screened by the response that the calculation itself produces. The consistent choice is therefore the pair of permittivities computed with the same method, for the same phase and at the same temperature as the supercell. Measured values at the temperature of use serve only as far as they agree with these.

17. Conditions under which the formula fails

The initial ions must be relaxed throughout the cell. If only a few shells around the vacancy were allowed to move, the frozen polarisation is not the static one at long range, and the cross term cannot be taken from ε_s.

Both charge states must be localised within the cell. If the electron that should sit on the vacancy has spread into a band, its charge resembles the uniform background, and the point-charge term does not apply.

The transition must be fast compared with the ionic motion, but slow enough for the other electrons to follow. If the ions move during the transition, the self term is no longer screened by ε_∞ alone.

Finally, the cell must be large enough for the 1/L term to dominate the 1/L³ terms. For ionisation of V_O⁺ in the lattice model at 1.0 nm, the error left after correction is about a tenth of the error before it. For capture by V_O²⁺ the 1/L terms nearly cancel and the condition is not met: at 1.0 nm the corrected energy of the model is further from the infinite-cell limit than the raw one. These results belong to this model and its charge widths; for another defect the remaining error has to be established by computing more than one cell size.
